\section*{Nearest-neighbour gap of a seven-dimer-wide armchair graphene ribbon}

\section*{Question: where do I put the walls of an armchair ribbon?}

I am working through an exercise on graphene ribbons as transistor channels. The ribbon has armchair edges and is seven dimer lines wide. I am to find its band gap with nearest-neighbour hopping $t=2.7$ eV and nothing else in the model.

My idea was to take standing waves across the ribbon, with a phase advance $\theta$ from one dimer line to the next, and to use $|E|=t\,|1+2\cos\theta|$ at $k=0$. With seven lines I took $\theta=r\pi/7$, with $r$ an integer, and found a gap of 1.33 eV. Then I thought that the wave should have some room outside the edge atoms, tried $\theta=r\pi/9$, and the gap vanished. A shift of the walls by about one atomic row cannot be a matter of taste if it decides between a semiconductor and a metal.

Which $\theta$ are allowed, and why? I also assumed without proof that the gap sits at $k=0$. Finally, the bonds at the edge need not equal those inside. Does that matter for the answer?

\section*{Answer}

The walls are not a matter of taste: the equations for the edge atoms fix them. The wave must vanish on the first \emph{missing} line on each side. For lines numbered 1 to 7 these are lines 0 and 8, so $\theta=r\pi/8$. Your two choices describe ribbons of six and eight lines. The derivation below also settles the position of the gap and the role of the edge bonds.

\subsection*{The model and the equations for the amplitudes}

Take one $\pi$ orbital per carbon atom, orthogonal to the others and with on-site energy zero. The edge atoms are passivated, so that no other orbitals enter near the gap. Neighbouring orbitals are coupled by the matrix element $-t$, the same for every bond.

Let $x$ run along the ribbon and let $a$ be the bond length. A dimer line $j$ is a row of bonds parallel to $x$, and $j=1,\dots,N$ counts these rows across the ribbon. The period along $x$ is $L=3a$. Each line has one A atom and one B atom per period, so a cell holds $2N$ atoms, which is 14 for $N=7$.

On odd lines put A at $x=0$ and B at $x=a$. Even lines are shifted by $3a/2$, which puts A at $3a/2$ and B at $5a/2$, or equivalently at $5a/2-3a=-a/2$. An A atom therefore has these neighbours:
\begin{itemize}
\item the B atom on its own line, displaced by $+a$ along $x$;
\item one B atom on each adjacent line, displaced by $-a/2$ along $x$ and by $\pm\sqrt3\,a/2$ across the ribbon.
\end{itemize}
The second distance is $a\sqrt{1/4+3/4}=a$, as it must be. Starting from an A atom on an even line gives the same displacements.

Write the wave function on an atom at position $x$ as $e^{ikx}$ times an amplitude $A_j$ or $B_j$. Dividing each equation by the phase of its own atom leaves the phase differences:
\begin{align}
E A_j&=-t\left[e^{ika}B_j+e^{-ika/2}(B_{j-1}+B_{j+1})\right],\label{eq:A}\\
E B_j&=-t\left[e^{-ika}A_j+e^{ika/2}(A_{j-1}+A_{j+1})\right].\label{eq:B}
\end{align}
The phases in the second equation are reversed because the same bonds are followed in the opposite direction.

\subsection*{What the edge atoms demand}

On line 1 there is no neighbour on line 0, so the true equation lacks the term $B_{0}$. Equation \eqref{eq:A} may still be used there if we define $B_0=0$. The same reasoning at both edges and for both sublattices gives
\begin{equation}
A_0=B_0=A_{N+1}=B_{N+1}=0 .
\end{equation}
This is the whole content of the hard wall. Nothing requires the amplitude to vanish on line $N$, where there are real atoms.

Try amplitudes proportional to $\sin(j\theta)$. They vanish at $j=0$, and they vanish at $j=N+1$ if $\sin[(N+1)\theta]=0$:
\begin{equation}
\theta_r=\frac{r\pi}{N+1},\qquad r=1,\dots,N .
\label{eq:theta}
\end{equation}
If $r$ is zero or any other multiple of $N+1$, the amplitude is zero on every line. All remaining integers repeat the listed modes up to a sign.

The sum over adjacent lines is simple for these modes:
\begin{equation}
\sin[(j-1)\theta_r]+\sin[(j+1)\theta_r]=2\cos\theta_r\,\sin(j\theta_r).
\end{equation}
They are thus eigenvectors of the real symmetric matrix that connects adjacent lines. Its eigenvalues $2\cos\theta_r$ are all different, since the cosine decreases steadily between 0 and $\pi$. The $N$ modes are therefore orthogonal, and they span all amplitudes on $N$ lines. No band is missed.

Two small cases can be checked by hand. For $N=1$ the ribbon is a row of separate atom pairs, with levels $\pm t$. Equation \eqref{eq:theta} gives $\theta=\pi/2$, so the coupling between lines drops out, as it should. For $N=2$ each atom has two neighbours and the ribbon is a single uniform chain, which has no gap. Here $r=2$ gives $\theta=2\pi/3$ and $1+2\cos\theta=0$, again as required.

\subsection*{The bands, and why the gap is at $k=0$}

Insert $A_j=\alpha\sin(j\theta_r)$ and $B_j=\beta\sin(j\theta_r)$ into \eqref{eq:A} and \eqref{eq:B}. The common sine cancels:
\begin{equation}
E\alpha=-t f_r\beta,\qquad E\beta=-t f_r^*\alpha,\qquad
f_r=e^{ika}+2\cos\theta_r\,e^{-ika/2}.
\label{eq:two}
\end{equation}
Multiplying the first equation by $E$ and using the second gives $E^2=t^2|f_r|^2$. The product $f_rf_r^*$ has the cross terms $2\cos\theta_r\,(e^{3ika/2}+e^{-3ika/2})$, and $3a=L$, so
\begin{equation}
E=\pm t\sqrt{1+4\cos\theta_r\cos(kL/2)+4\cos^2\theta_r}.
\label{eq:bands}
\end{equation}

One Brillouin zone is $-\pi<kL\le\pi$. In it $kL/2$ stays between $-\pi/2$ and $\pi/2$, so $\cos(kL/2)$ lies between 0 and 1. There are two cases.

If $\cos\theta_r\ge0$, no term under the root is negative, and $|E|\ge t$ throughout the zone.

If $\cos\theta_r<0$, the middle term lowers the energy most when $\cos(kL/2)=1$, which happens at $k=0$. The root is then a perfect square:
\begin{equation}
|E|_{\min}=t\,|1+2\cos\theta_r| .
\label{eq:min}
\end{equation}
Your assumption about $k=0$ is thus justified for every mode that can come closer to zero energy than $t$.

\subsection*{The gap for seven lines}

For $N=7$ the phases are $\theta_r=r\pi/8$. At $k=0$ the modes are as follows.

\begin{center}
\begin{tabular}{cccc}
$r$ & $\cos\theta_r$ & $1+2\cos\theta_r$ & $|E|$ (eV)\\
1 & $0.924$ & $2.848$ & 7.689\\
2 & $0.707$ & $2.414$ & 6.518\\
3 & $0.383$ & $1.765$ & 4.766\\
4 & $0$ & $1$ & 2.700\\
5 & $-0.383$ & $0.235$ & 0.634\\
6 & $-0.707$ & $-0.414$ & 1.118\\
7 & $-0.924$ & $-0.848$ & 2.289
\end{tabular}
\end{center}

The candidates are $r=5,6,7$, and $r=5$ lies lowest. Each atom supplies one $\pi$ electron, so 14 electrons fill the seven negative-energy bands, with two spins each. The spectrum is symmetric about zero. The top of the filled bands and the bottom of the empty ones therefore lie at $\mp t(1+2\cos\theta_5)$, both at $k=0$, and the gap is direct:
\begin{equation}
E_g=2t\left(1+2\cos\frac{5\pi}{8}\right).
\end{equation}
No modulus is needed, because the bracket is positive.

The cosine has a closed form. Since $5\pi/8=\pi/2+\pi/8$, we have $\cos(5\pi/8)=-\sin(\pi/8)$. The half-angle formula gives
\begin{equation}
\sin^2\frac{\pi}{8}=\frac{1-\cos(\pi/4)}{2}=\frac{2-\sqrt2}{4},
\qquad 2\sin\frac{\pi}{8}=\sqrt{2-\sqrt2}=0.76537 .
\end{equation}
Hence
\begin{equation}
E_g=2t\left(1-\sqrt{2-\sqrt2}\right)
=2\times2.7\ \text{eV}\times0.23463=1.267\ \text{eV}\approx1.27\ \text{eV}.
\end{equation}

In units of the hopping this is $0.469\,t$. The bond length has dropped out, and $t$ sets the scale: a change of $0.1$ eV in $t$ moves the gap by about $0.05$ eV. Diagonalizing the $14\times14$ Bloch matrix, built from the atomic coordinates, gives the same gap at the same $k$; the values are in the numerical output.

\subsection*{What your two attempts computed}

With $\theta=r\pi/7$ the wave vanishes on lines 0 and 7. That removes line 7 from the ribbon and leaves six lines, whose gap is indeed 1.33 eV. With $\theta=r\pi/9$ the walls are nine line spacings apart, which leaves room for eight lines. Then $r=6$ gives $\theta=2\pi/3$, where $1+2\cos\theta=0$, and the gap closes.

The phase $2\pi/3$ at $k=0$ is where the bands of the unbounded sheet touch. The ribbon is gapless in this model if that phase is allowed, which requires $r=2(N+1)/3$ to be an integer. This happens when $N+1$ is a multiple of 3, that is, for $N=2,5,8,\dots$ For other widths the gap measures how far the nearest allowed phase lies from $2\pi/3$.

To see how this works for wide ribbons, put $\theta=2\pi/3-\varepsilon$ and expand for small $\varepsilon$:
\begin{align}
1+2\cos\theta
&=1+2\left(-\tfrac12\cos\varepsilon+\tfrac{\sqrt3}{2}\sin\varepsilon\right)\nonumber\\
&=1-\cos\varepsilon+\sqrt3\sin\varepsilon
=\sqrt3\,\varepsilon+\tfrac12\varepsilon^2+O(\varepsilon^3).
\end{align}
Allowed phases are $\pi/(N+1)$ apart. With $p$ a positive integer, the nearest one has $r=2p+1$ both for $N=3p+1$ and for $N=3p$. Its offset is one third of a spacing, with opposite signs in the two families:
\begin{equation}
\varepsilon=+\varepsilon_N\ \ (N=3p+1),\qquad
\varepsilon=-\varepsilon_N\ \ (N=3p),\qquad
\varepsilon_N=\frac{\pi}{3(N+1)} .
\end{equation}
Taking the modulus and multiplying by $2t$,
\begin{equation}
E_g\simeq2t\left(\sqrt3\,\varepsilon_N\pm\tfrac12\varepsilon_N^2\right)
=\frac{2\pi t}{\sqrt3\,(N+1)}\pm\frac{\pi^2t}{9(N+1)^2},
\end{equation}
with the upper sign for $N=3p+1$ and the lower for $N=3p$. To leading order the gap of both families falls as $1/(N+1)$, the inverse of the distance between the walls.

The second term explains why your first attempt came so close to the right number. Six and seven lines belong to different families. The leading term alone would make the six-line gap larger by the factor $8/7$, about 14\,\%. The correction lowers the gap for six lines and raises it for seven, so the actual values, 1.334 and 1.267 eV, differ by only about 5\,\% of the latter. The closeness is no sign that the wrong wall was nearly right: moving it the other way by one line closes the gap altogether.

\subsection*{Do the edge bonds matter?}

They do, and the size of the effect can be found from the modes already in hand. Let the hopping in the dimer bonds on lines 1 and $N$ be $t(1+\delta)$, with all other bonds unchanged, and work at $k=0$.

First normalize the sine. Because $(N+1)\theta_r=r\pi$, the geometric sum $\sum_{j=0}^{N}e^{2ij\theta_r}$ vanishes. Its real part without the $j=0$ term is therefore $-1$, and
\begin{equation}
\sum_{j=1}^{N}\sin^2(j\theta_r)
=\frac12\sum_{j=1}^{N}\left[1-\cos(2j\theta_r)\right]
=\frac{N+1}{2}.
\end{equation}
On one sublattice the normalized mode thus has weight $2\sin^2\theta_r/(N+1)$ on line 1. It has the same weight on line $N$, since $\sin(N\theta_r)=\sin(r\pi-\theta_r)=\pm\sin\theta_r$.

The extra coupling between A and B within mode $r$ is $-t\delta$ times the sum of these two weights. Comparison with \eqref{eq:two} shows that it changes $f_r$ to
\begin{equation}
f_r\;\to\;1+2\cos\theta_r+\frac{4\delta\sin^2\theta_r}{N+1}.
\label{eq:edge}
\end{equation}
The changed bonds also mix different modes. For $N=7$ the level $r=5$ is separated from all others at $k=0$, so this mixing affects its energy only at order $\delta^2$. For small $\delta$ the band edges also stay at $k=0$: the bands are even in $k$, and by \eqref{eq:bands} the edge of the $r=5$ band has nonzero curvature there. The gap is $2t|f_5|$ and $f_5$ is positive, so
\begin{equation}
\left.\frac{dE_g}{d\delta}\right|_{\delta=0}
=\frac{8t\sin^2\theta_5}{N+1}
=\frac{8\times2.7\ \text{eV}\times0.85355}{8}=2.305\ \text{eV}.
\end{equation}

Take $\delta=0.05$ as an illustration. To first order the gap becomes $1.267+0.05\times2.305=1.382$ eV. Diagonalization with the changed bonds gives 1.381 eV, so the linear estimate is good here. A 5\,\% change in two of the bonds of each cell has raised the gap by about 9\,\%.

The direction of the change follows from the signs in \eqref{eq:edge}. At $k=0$ the coupling within a dimer contributes $+1$ to $f_5$, and the coupling between lines contributes $2\cos\theta_5=-0.765$. The two compete, the dimer term wins, and strengthening it widens the gap. For six lines the lowest mode has negative $f_r$, so the same change at first narrows the gap. For eight lines $f_6$ vanishes at $\delta=0$, and \eqref{eq:edge} with $\sin^2(2\pi/3)=3/4$ gives $f_6=\delta/3$. A gap of $2t|\delta|/3$ opens to first order, about $0.09$ eV for $\delta=0.05$. The zero gap for $N=8$ is thus a property of equal bonds and does not survive this change at the edge.

\subsection*{How far to trust 1.27 eV}

The figure answers the exercise as set: equal bonds, nearest neighbours, one orbital per atom. It is not a prediction of a measured gap. If only the dimer bonds on the edge lines of a real ribbon are shorter and couple more strongly, the previous section shows which way the gap moves, but $\delta$ must come from elsewhere. Strengthening the slanted bonds between an edge line and its neighbour acts the other way for seven lines, so both changes must be known. Farther hoppings, explicit interaction between the electrons and screening by a substrate or gate are also absent. In a ribbon this narrow the interaction in particular can change the gap by an amount comparable to the result itself or larger, and screening alters that contribution.

\section*{Computed values}
\begin{verbatim}
hopping t = 2.7 eV
dimer lines N = 7, atoms per cell = 14
modes at k = 0: r, cos(theta_r), 1+2cos(theta_r), |E| in eV
  1   0.92388   2.84776  7.6889
  2   0.70711   2.41421  6.5184
  3   0.38268   1.76537  4.7665
  4   0.00000   1.00000  2.7000
  5  -0.38268   0.23463  0.6335
  6  -0.70711  -0.41421  1.1184
  7  -0.92388  -0.84776  2.2889
sqrt(2 - sqrt(2)) = 0.76537
gap from closed form = 1.2670 eV
gap from diagonalization = 1.2670 eV
gap in units of t = 0.46927
kL at conduction-band bottom = 0.0000 rad
gap for N = 6: 1.3337 eV
gap for N = 8: 0.0000 eV
sin^2(theta_5) = 0.85355
slope dE_g/d(delta), formula = 2.3046 eV
slope dE_g/d(delta), numerical = 2.3046 eV
chosen edge change delta = 0.05
gap with edge change, diagonalized = 1.3809 eV
gap with edge change, first order = 1.3822 eV
\end{verbatim}
